# Monte Carlo transmission of molecules through a cylindrical pore

Nitrogen at 300 K and 1 Torr stands on one side of a silicon nitride membrane, and the other side is pumped. The membrane has a round pore 200 nm wide and 200 nm long. A molecule that enters the pore usually meets the wall before it meets another molecule, and the wall sends it off in a random direction, possibly back to where it came from. The flow through the pore is therefore the rate of entry times a probability $W$ of leaving at the far end. The same question arises when a vapour must reach a film growing behind or inside a pore.

## Model and conventions

The pore is a straight cylinder of diameter $D=2R$ and length $L$, with its axis along $z$, its entrance at $z=0$ and its exit at $z=L$. Molecules are points and do not collide with each other. Each wall hit is followed by emission at the same place, with a direction independent of the arrival. No molecule sticks, and none returns after crossing an end plane.

A uniform, isotropic gas of density $n$ and speed $v$ sends through a surface, per unit area and time,
$$J=\int_{\rm hemisphere} n v\cos\theta\,\frac{d\Omega}{4\pi}=\frac{nv}{2}\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac{nv}{4}.$$
The factor $\cos\theta$ is the projected area of the surface. Normalized to one, the directions of crossing molecules have density $\cos\theta/\pi$ per solid angle. This is the cosine law. It holds at the entrance, with $\theta$ measured from the axis, and diffuse emission obeys it about the inward wall normal.

Speed affects the time of a flight but not its line. Hence $W$ depends on neither temperature nor molecular mass, and scaling all lengths together leaves it unchanged: it is a function of $\ell=L/D$.

## Sampling and flight

Let each $u$ be a fresh random number, uniform between 0 and 1. Uniform entry over the disc gives a fraction $(r/R)^2$ of points within radius $r$. Setting this equal to $u$ gives $r=R\sqrt u$. For the direction,
$$\Pr(\cos\theta<c)=\int_0^c 2\mu\,d\mu=c^2,$$
so $\cos\theta=\sqrt u$. The azimuth is uniform. By axial symmetry the entry point may be put at $(r,0,0)$.

Let $\mathbf p=(x,y)$ be the transverse position and $\mathbf s=(v_x,v_y)$ the transverse part of the unit direction. The wall is met when $|\mathbf p+t\mathbf s|^2=R^2$, that is,
$$s^2t^2+2(\mathbf p\cdot\mathbf s)t-(R^2-p^2)=0.$$
Inside the pore the product of the roots is negative or zero, so the forward root is the larger one:
$$t=\frac{-\mathbf p\cdot\mathbf s+\sqrt{(\mathbf p\cdot\mathbf s)^2+s^2(R^2-p^2)}}{s^2}.$$
The new height is $z'=z+tv_z$. If $z'\ge L$ the molecule is transmitted; if $z'\le0$ it has returned; otherwise it hits the wall at $z'$.

At a wall point the inward normal is $-(x,y)/R$ and the circumferential unit vector is $(-y,x)/R$. With $c=\sqrt u$, $q=\sqrt{1-u}$ and uniform $\phi$, the new direction is
$$v_x=\frac{-cx-q\sin\phi\,y}{R},\quad v_y=\frac{-cy+q\sin\phi\,x}{R},\quad v_z=q\cos\phi.$$

```
transmitted = 0
repeat N times:
    x = R*sqrt(u);  y = 0;  z = 0
    vz = sqrt(u);  phi = 2*pi*u
    vx, vy = sqrt(1-vz^2)*(cos(phi), sin(phi))
    loop:
        t = forward root;  znew = z + t*vz
        if znew >= L: transmitted += 1; break
        if znew <= 0: break
        x, y = x + t*vx, y + t*vy;  z = znew
        rescale (x,y) to radius R
        draw a new cosine direction at the wall
W = transmitted/N
error = sqrt(W*(1-W)/N)
```

Every `u` in the listing is a new draw.

## One molecule by hand

Take $R=100$ nm and entry numbers 0.25 for the radius, 0.5 for the cosine and 0.25 for the azimuth fraction. Then $x=100\sqrt{0.25}=50$ nm and the direction is $(0,\,0.7071,\,0.7071)$. Here $\mathbf p\cdot\mathbf s=0$ and $s^2=0.5$, so
$$t=\frac{\sqrt{0.5(10000-2500)}}{0.5}=122.47\ {\rm nm}.$$
The wall is hit at $(50.00,\,86.60,\,86.60)$ nm.

At each hit use $u=0.5$ and azimuth fraction 0.125. Then $c=q=0.7071$, $q\sin\phi=0.5$ and $v_z=0.5$. The first transverse component is $-0.7071(0.5)-0.5(0.8660)=-0.7866$, the second $-0.7071(0.8660)+0.5(0.5)=-0.3624$.

From a wall point $p=R$ and $\mathbf p\cdot\mathbf s=-Rc$, so the root reduces to $t=2Rc/s^2=141.42/0.75=188.56$ nm. The height becomes $86.60+94.28=180.88$ nm, still inside. The third flight has the same length and would end at 275.16 nm, beyond the exit at 200 nm. The molecule is transmitted after two wall hits.

## Flight probabilities

An independent value of $W$ needs the distribution of axial flight lengths. Let $F(\xi)$ be the probability that a flight from the wall of an endless pore advances by more than $z=\xi D$ in one chosen axial sense.

Let $\theta$ be the angle from the axis in that sense, and $\psi$ the angle between the transverse direction and the inward normal. The cosine to the normal is $\sin\theta\cos\psi$, and $d\Omega=\sin\theta\,d\theta\,d\psi$. The transverse chord is $D\cos\psi$, so the advance is $D\cos\psi\cot\theta$. It exceeds $\xi D$ when $\theta<\theta_0$, with $\tan\theta_0=\cos\psi/\xi$. Therefore
$$F=\frac1\pi\int_{-\pi/2}^{\pi/2}\!\cos\psi\int_0^{\theta_0}\!\sin^2\theta\,d\theta\,d\psi
=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}\!\cos\psi\,(\theta_0-\sin\theta_0\cos\theta_0)\,d\psi.$$
In the first term integrate by parts. The boundary term vanishes because $\theta_0=0$ at $\psi=\pm\pi/2$, and $d\theta_0/d\psi=-\xi\sin\psi/(\xi^2+\cos^2\psi)$. In the second, $\sin\theta_0\cos\theta_0=\xi\cos\psi/(\xi^2+\cos^2\psi)$. Together,
$$F=\frac{\xi}{2\pi}\int_{-\pi/2}^{\pi/2}\frac{\sin^2\psi-\cos^2\psi}{\xi^2+\cos^2\psi}\,d\psi
=\frac{\xi}{2\pi}\left[-2\pi+(1+2\xi^2)I\right],$$
where the numerator was written as $1-2\cos^2\psi=-2(\xi^2+\cos^2\psi)+1+2\xi^2$. With $\tau=\tan\psi$,
$$I=\int_{-\pi/2}^{\pi/2}\frac{d\psi}{\xi^2+\cos^2\psi}=\int_{-\infty}^{\infty}\frac{d\tau}{\xi^2\tau^2+\xi^2+1}=\frac{\pi}{\xi\sqrt{\xi^2+1}}.$$
Hence
$$F(\xi)=\frac{\xi^2+\frac12}{\sqrt{\xi^2+1}}-\xi.$$
At $\xi=0$ it is $1/2$: half the flights go each way. The density of advances is
$$k(\xi)=-F'(\xi)=1-\frac{\xi(\xi^2+\frac32)}{(\xi^2+1)^{3/2}},\qquad k'(\xi)=-\frac{3}{2(\xi^2+1)^{5/2}}.$$

For entering molecules, let $G(\xi)$ be the probability of passing $z=\xi D$ without a wall hit. In equilibrium each straight line is travelled equally often in both senses. The rate from the mouth to a wall ring of width $dz$ therefore equals the rate from the ring to the mouth. If $h\,dz$ is the first-hit probability,
$$J\frac{\pi D^2}{4}\,h\,dz=J\pi D\,dz\,F(z/D),\qquad h=\frac{4F}{D}.$$
Thus $G'=-4F$. An antiderivative of $(\xi^2+\frac12)/\sqrt{\xi^2+1}$ is $\frac12\xi\sqrt{\xi^2+1}$, as differentiation confirms. With $G(0)=1$,
$$G(\xi)=1-2\xi\sqrt{\xi^2+1}+2\xi^2=\left(\sqrt{\xi^2+1}-\xi\right)^2.$$
At $L=D$ the direct part of the transmission is $G(1)=3-2\sqrt2=0.17157$. Both $F$ and $G$ were tested against direct quadrature of the cosine law at $\xi=0.3$, 1 and 2, and agreed within $10^{-7}$ and $10^{-5}$ respectively.

## Integral equation for the same pore

Measure $z$ in units of $D$ from here to the end of the limiting cases. Let $P(z)$ be the probability that a molecule hitting the wall at $z$ finally leaves through the exit. Its next flight either passes the exit or ends on the wall at some $z'$:
$$P(z)=F(\ell-z)+\int_0^\ell k(|z-z'|)P(z')\,dz'.$$
Adding the direct molecules to those that hit the wall first at $z$,
$$W=G(\ell)+4\int_0^\ell F(z)P(z)\,dz.$$

The kernel has a kink at $z'=z$, since $k\simeq1-\frac32|z-z'|$ there. To soften it, use the probability of staying inside during one flight,
$$\int_0^\ell k(|z-z'|)\,dz'=1-F(z)-F(\ell-z).$$
Subtracting and adding $P(z)$ under the integral gives
$$[F(z)+F(\ell-z)]P(z)-\int_0^\ell k(|z-z'|)[P(z')-P(z)]\,dz'=F(\ell-z).$$
The integrand now vanishes at the kink. With quadrature points $z_i$ and weights $w_i$, this is the linear system
$$\Big[F(z_i)+F(\ell-z_i)+\sum_jw_jk_{ij}\Big]P_i-\sum_jw_jk_{ij}P_j=F(\ell-z_i).$$
Gauss–Legendre rules with 120 and 240 points both give $W=0.5142305$ at $\ell=1$. Four million traced molecules give $0.51446\pm0.00025$, which is 0.92 standard errors higher. The errors quoted with Monte Carlo values are one standard error.

The split by number of hits tests more than the sum. The traced fraction transmitted without a hit is 0.17148, against 0.17157. With one hit it is 0.11880, against $4\int_0^1F(z)F(1-z)\,dz=0.11854$. Two hits contribute 0.08588, and three or more 0.13830. Counting only molecules that leave after at most two hits would thus lose 27% of the transmission.

## Two limiting cases

**Short pore.** For $\ell\ll1$, $G\simeq1-2\ell$. A molecule on the wall leaves by either end with probability near $1/2$, and $F\simeq1/2$, so
$$W\simeq1-2\ell+4\ell\cdot\tfrac12\cdot\tfrac12=1-\ell.$$
Half the molecules that touch the wall go back.

**Long pore.** Far from the ends, let the emission rate per wall area fall linearly from $J$ to zero along the pore, with slope $-J/\ell$. The net flow across a plane is the emission from the wall below that passes upward, less that from above that passes downward. The constant part cancels, and the slope counts twice:
$$\text{flow}=\pi D^2\,\frac{J}{\ell}\,2\int_0^\infty\xi F\,d\xi.$$
It does not depend on the position of the plane, so the linear profile is stationary; end corrections become relatively small as $\ell$ grows. Since $F=-G'/4$, integration by parts gives $\int_0^\infty\xi F\,d\xi=\frac14\int_0^\infty G\,d\xi$. With $\xi=\sinh a$, $G=e^{-2a}$ and
$$\int_0^\infty G\,d\xi=\int_0^\infty e^{-2a}\cosh a\,da=\frac12\left(1+\frac13\right)=\frac23.$$
The flow is $\pi D^2J/(3\ell)$. Division by the entry rate $J\pi D^2/4$ gives $W\simeq4/(3\ell)$. The integral equation gives ratios to this law of 0.820, 0.948 and 0.984 at $\ell=10$, 50 and 200.

Adding a mouth resistance of one to the long-pore resistance gives the estimate $1/W\simeq1+3\ell/4$. It has the right long limit, but its short-pore slope is $-3/4$ instead of $-1$. At $\ell=1$ it gives $4/7=0.571$, which is 11.1% above the solution.

## Two balances that test the tracer

Suppose both ends are fed equally. A uniform equilibrium gas then fills the pore, and $J$ is the same on every surface. Wall hits occur at rate $J\pi DL$ and entries at rate $2J\pi D^2/4$, so the mean number of hits per entering molecule is
$$\frac{J\pi DL}{J\pi D^2/2}=\frac{2L}{D}.$$
By mirror symmetry it is the same for molecules from either end, and without collisions it does not matter whether the other end is fed.

The path covered per unit time by all molecules inside is $nv\pi D^2L/4$. Dividing by the entry rate $(nv/4)(\pi D^2/2)$ gives a mean path of $2L$ per entry.

At $L=D$ the run gives $2.0018\pm0.0010$ hits and a path of $(2.0016\pm0.0008)D$. These lie about two standard errors high, within the limit of four set for the test; they come from the same histories and are not independent evidence. At $L=3D$, where both numbers should be 6, they are 5.993 and 5.995, again within four standard errors. There $W$ is $0.2750\pm0.0005$ by tracing and 0.2754 by the integral equation.

The balances have a blind spot. Equilibrium also survives at a wall that reflects part of the molecules like a mirror. With 10% specular reflection the hits and path remain 2.001 and $2.000D$, but $W$ rises to 0.5475. A correct balance therefore does not establish that the wall law is the intended one.

## Cost

Each history is one success-or-failure trial, so the variance of the estimated $W$ is $W(1-W)/N$. A relative standard error $\varepsilon$ requires
$$N=\frac{1-W}{W\varepsilon^2}.$$
For 1% at $L=D$ this is about 9400 molecules, each with three flights on average. In a long pore, $N\simeq3\ell/(4\varepsilon^2)$ and each molecule makes about $2\ell$ hits, so the work grows as $3\ell^2/(2\varepsilon^2)$.

The scatter of 200 batches of 20,000 molecules gave an error 1.093 times the binomial one. A standard deviation estimated from 200 normal values is itself uncertain by about $1/\sqrt{398}=5\%$, so the excess is 1.9 such units.

Histories end quickly at this length. Because $k$ decreases, $F$ is convex, and the chance of leaving on the next flight is at least $2F(\ell/2)$. For $\ell=1$ this is 0.34, so the expected number still inside falls at least geometrically with the number of flights from the wall. An array of molecules can be advanced together, with finished ones removed after each flight.

The integral equation with $m$ points needs storage of order $m^2$ and, by direct elimination, work of order $m^3$. It is the better tool for this cylinder. Tracing carries over to bends and tapers by changing the flight and the normal.

## Stability and failure modes

- **Entry law.** Setting $\cos\theta=u$ makes the entry isotropic in solid angle and favours grazing directions. At $L=D$ it gives $W=0.4252\pm0.0005$ and 2.129 hits instead of 2, so the hit balance detects it at this length. It does not do so at every length. The wrong law gives too many hits in short pores and too few in long ones (about 5.5 instead of 6 at $L=3D$). Near $L=1.46D$ the count equals $2L/D$, although $W$ is 0.350 instead of 0.427. Test the balance at two lengths.
- **Roundoff at the wall.** A computed wall point may lie slightly outside $R$. Replace a negative $R^2-p^2$ by zero and rescale the point to radius $R$. At a wall point one root is zero; the larger root avoids a false hit at the starting point.
- **Cancellation.** Near the rim, with outward motion, the numerator of $t$ subtracts nearly equal numbers. The equivalent form $t=(R^2-p^2)/[\mathbf p\cdot\mathbf s+\sqrt{(\mathbf p\cdot\mathbf s)^2+s^2(R^2-p^2)}]$ avoids this when $\mathbf p\cdot\mathbf s>0$.
- **Zero denominators.** If the generator can return 0 but not 1, use $u$ for the entry cosine and $1-u$ for the wall normal. Then $s^2>0$ in both cases. An entry draw of exactly 0 gives $v_z=0$ at $z=0$; count that molecule as returned with zero path, without dividing by $v_z$.
- **Path length.** The last flight must be cut at the end plane. In the hand trace it contributes $(200-180.88)/0.5=38.24$ nm, not 188.56 nm.

Sticking with probability $\sigma$ per hit multiplies the whole right side of the first equation for $P$, $F(\ell-z)+\int_0^\ell k(|z-z'|)P(z')\,dz'$, by $1-\sigma$; the tracer removes the molecule with probability $\sigma$ after counting the hit. At $\sigma=0.2$ and $L=D$ the two give 0.3759 and $0.3761\pm0.0006$.

## Flow through the nitride pore

For a thermal gas $v$ is replaced by the mean speed $\bar v=\sqrt{8k_BT/(\pi m)}$, here 476.2 m/s, where $m$ is the molecular mass. With $n=p_0/(k_BT)$ at upstream pressure $p_0$,
$$J=\frac{n\bar v}{4}=\frac{p_0}{\sqrt{2\pi mk_BT}}=3.832\times10^{20}\ {\rm cm^{-2}\,s^{-1}}.$$
The mouth area is $3.142\times10^{-10}$ cm$^2$, so $1.204\times10^{11}$ molecules enter per second. Multiplying by 0.5142 gives $6.19\times10^{10}$ transmitted per second. Division by $n$ gives the conductance, $A\bar vW/4=1.92\times10^{-6}$ cm$^3$/s, with $A$ the mouth area.

The neglected effects can be sized one at a time. A hard-sphere diameter of 0.37 nm, a rough value, gives a mean free path of about 51 µm at the upstream density. Over the mean path of 400 nm this would mean about 0.008 gas collisions per molecule. That is an upper bound, because the exit is pumped and the gas in the pore is thinner than upstream. The finite diameter narrows the channel open to molecular centres and lowers the flow by 0.45%, with rounding at the rims ignored. A trial sticking probability of 0.01 lowers $W$ by 1.74%.

Adsorbed molecules may also creep. With rough energies of 0.15 eV for binding and 0.05 eV for hopping, and equal attempt rates, about $e^{0.10\,{\rm eV}/k_BT}=48$ hops of 0.3 nm precede desorption. Half the mean square displacement is axial, giving $0.3\sqrt{48/2}\approx1.5$ nm, or about 0.7% of $L$. This compares lengths; it is not an error in $W$.

Pores of this size can be made in silicon nitride membranes, and the gas conditions are ordinary for vacuum work. Real pores are less ideal in wall shape and scattering. The trial specular fraction of 0.1 raises $W$ by 6.5%, because a mirror reflection from a straight wall keeps $v_z$. Changing $L/D$ to 0.95 or 1.05 gives 0.5263 or 0.5028, about 2% either way. The width matters more for the flow: at fixed $L$, a 5% wider pore has 10% more area as well as a larger $W$, and passes about 13% more gas. Taper and roughness are not sized here. At 760 Torr and the same temperature the free path would be about 67 nm, shorter than the pore, and the collisionless model would fail. The numerical output below lists the values used.

## Computed values

```
W, integral equation, 120 nodes: 0.5142305
W, integral equation, 240 nodes: 0.5142305
Monte Carlo molecules: 4000000, in batches of 20000
W, Monte Carlo: 0.51446, standard error 0.00025
(Monte Carlo - integral)/standard error: 0.92
batch scatter / binomial prediction: 1.093
W with no hit: MC 0.17148, formula 0.17157
W with one hit: MC 0.11880, integral 0.11854
W with two hits: MC 0.08588; three or more: 0.13830
mean wall hits: 2.0018, standard error 0.0010
mean path / D: 2.0016, standard error 0.0008
L/D=3: W MC 0.2750 +- 0.0005, integral 0.2754
L/D=3: mean hits 5.993, mean path / D 5.995
W*3L/(4D) at L/D=10, 50, 200: 0.8199 0.9479 0.9839
added-resistance estimate at L=D: 0.5714, error 11.1 %
isotropic entry: W 0.4252 +- 0.0005, hits 2.129
sticking 0.2: W MC 0.3761 +- 0.0006, integral 0.3759
hand trace: entry u = 0.25, 0.5, 0.25; x = 50.0 nm
entry direction: 0.0000, 0.7071, 0.7071
wall u = 0.5, angle fraction = 0.125, at every hit
flight 1: t = 122.47 nm, x = 50.00, y = 86.60, z = 86.60 nm
  new direction: -0.7866, -0.3624, 0.5000
flight 2: t = 188.56 nm, x = -98.32, y = 18.27, z = 180.88 nm
  new direction: 0.6038, -0.6208, 0.5000
flight 3: t = 188.56 nm, x = 15.54, y = -98.78, z = 275.16 nm
hand trace result: transmitted
N2: 300 K, 1 Torr, mass 28.0134 u, diameter 0.37 nm
pore: D = 200 nm, L = 200 nm, area 3.1416e-10 cm2
mean speed: 476.2 m/s
incident flux: 3.8318e+20 cm^-2 s^-1
molecules entering: 1.2038e+11 s^-1
molecules transmitted: 6.1903e+10 s^-1
conductance: 1.9231e-06 cm3/s
mean free path: 51.1 um, Knudsen number 255
gas collisions per entering molecule: 0.78 %
finite molecular size, change of flow: -0.45 %
sticking 0.01 per hit: W 0.50527, change -1.74 %
specular fraction 0.1: W 0.5475 +- 0.0005, change 6.5 %
specular 0.1: mean hits 2.001, mean path / D 2.000
L/D = 0.95: W 0.5263; L/D = 1.05: W 0.5028
creep inputs: binding 0.15 eV, hop barrier 0.05 eV, hop 0.3 nm
surface creep: 48 hops, rms axial 1.47 nm, 0.73 % of L
```
